# Split-operator propagation of a harmonic oscillator: frequency shift and energy growth: a program that tests the result

```python
# Symmetric split-operator propagation of a harmonic oscillator (hbar = 1).
# One step: U = exp(-i V dt/2) exp(-i T dt) exp(-i V dt/2),
#   T = p^2/(2 m), V = m w^2 x^2/2, a = w dt.
# Result under test: for a < 2 the stroboscopic motion has the frequency
#   Omega = (2/dt) arcsin(a/2) and bounded energy; at a = 2 the energy grows
#   quadratically, and for a > 2 exponentially, with the step number,
#   although U is unitary. theta = Omega dt; cosh(mu/2) = a/2 for a > 2.
# Wave packets are propagated on Fourier grids and compared with the formulas.
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import minimize_scalar


def make_grid(points, half_width):
    dx = 2 * half_width / points
    x = (np.arange(points) - points // 2) * dx
    p = 2 * np.pi * np.fft.fftfreq(points, dx)
    return x, p


def make_step(x, p, m, w, dt):
    half_kick = np.exp(-0.25j * dt * m * w**2 * x**2)
    drift = np.exp(-0.5j * dt * p**2 / m)
    return lambda psi: half_kick * np.fft.ifft(
        drift * np.fft.fft(half_kick * psi))


def gaussian(x, m, w, x0=0.0, p0=0.0):
    psi = np.exp(-0.5 * m * w * (x - x0)**2 + 1j * p0 * x)
    return psi / np.sqrt(np.sum(abs(psi)**2) * (x[1] - x[0]))


def measure(psi, x, p, m, w):
    """Norm, mean x, mean p, mean energy."""
    dx = x[1] - x[0]
    rho = abs(psi)**2 * dx
    rho_p = abs(np.fft.fft(psi))**2 * dx / len(x)
    energy = np.sum(rho_p * p**2) / (2 * m) + np.sum(rho * x**2) * m * w**2 / 2
    return np.array([rho.sum(), np.sum(rho * x), np.sum(rho_p * p), energy])


def run(psi, x, p, m, w, dt, steps):
    step = make_step(x, p, m, w, dt)
    rows = [measure(psi, x, p, m, w)]
    for _ in range(steps):
        psi = step(psi)
        rows.append(measure(psi, x, p, m, w))
    return np.array(rows), psi


def omega_formula(w, dt):
    return 2 / dt * np.arcsin(w * dt / 2)


def energy_formula(n, w, dt):
    """Mean energy after n steps, starting in the true ground state."""
    a = w * dt
    if abs(a - 2) < 1e-12:
        return w / 2 * (1 + 2 * n**2)
    if a < 2:
        theta = omega_formula(w, dt) * dt
        return w / 2 * (1 + a**4 * np.sin(n * theta)**2 / (8 * (4 - a**2)))
    mu = 2 * np.arccosh(a / 2)
    return w / 2 * (1 + a**4 * np.sinh(n * mu)**2 / (8 * (a**2 - 4)))


# --- Symbolic checks of the phase-space map
M_, W_, D_, A_ = sp.symbols("m w dt a", positive=True)
kick = sp.Matrix([[1, 0], [-M_ * W_**2 * D_ / 2, 1]])
drift = sp.Matrix([[1, D_ / M_], [0, 1]])
step_map = (kick * drift * kick).applyfunc(sp.expand)
s_sym = 1 - W_**2 * D_**2 / 4
form = sp.diag(s_sym * M_ * W_**2 / 2, 1 / (2 * M_))
assert sp.expand(step_map.det() - 1) == 0
assert sp.expand(step_map.trace() - 2 + W_**2 * D_**2) == 0
assert (step_map.T * form * step_map - form).applyfunc(sp.expand) \
    == sp.zeros(2, 2)
series = sp.series(2 * sp.asin(A_ / 2) / A_, A_, 0, 6).removeO()
assert sp.expand(series - 1 - A_**2 / 24 - 3 * A_**4 / 640) == 0

# --- The same map moves the centre of a real wave packet (mass not one)
xg, pg = make_grid(1024, 25.0)
rows, _ = run(gaussian(xg, 1.7, 0.6, 1.3, -0.8), xg, pg, 1.7, 0.6, 1.1, 1)
map_num = np.array(step_map.subs({M_: 1.7, W_: 0.6, D_: 1.1}), dtype=float)
assert np.allclose(rows[1, 1:3], map_num @ rows[0, 1:3], atol=1e-9)

m, w = 1.0, 0.5
time_as = constants.physical_constants["atomic unit of time"][0] * 1e18
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
dt_crit = 2 / w
print(f"mass = {m:.1f} electron mass")
print(f"true frequency w = {w:.3f} hartree = {w*hartree_ev:.3f} eV")
print(f"ground-state energy = {w/2:.4f} hartree")
print(f"critical step = {dt_crit:.3f} a.u. = {dt_crit*time_as:.2f} as")

print("Stable steps: shift, periods to half-cycle phase error")
for dt in (0.2, 1.0, 3.0):
    om = omega_formula(w, dt)
    shift = om / w - 1
    print(f"dt={dt:.1f} a.u. a={w*dt:.2f} Omega={om:.6f} hartree")
    print(f"  shift={100*shift:.4f} %, a^2/24={100*(w*dt)**2/24:.4f} %,"
          f" periods={0.5/shift:.1f}")

# --- Frequency from the dipole spectrum and from the eigenphases of U
xs, ps = make_grid(512, 20.0)
xe, pe = make_grid(128, 16.0)
for dt in (1.0, 3.0):
    om = omega_formula(w, dt)
    rows, _ = run(gaussian(xs, m, w, 2.0), xs, ps, m, w, dt, 399)
    times = dt * np.arange(400)
    signal = rows[:, 1] * np.hanning(400)

    def minus_power(freq):
        return -abs(np.sum(signal * np.exp(1j * freq * times)))

    trial = np.linspace(0.02, np.pi / dt, 3000)
    best = trial[np.argmin([minus_power(f) for f in trial])]
    width = trial[1] - trial[0]
    dipole = minimize_scalar(minus_power, bounds=(best - width, best + width),
                             method="bounded", options={"xatol": 1e-10}).x
    assert abs(dipole / om - 1) < 1e-5

    matrix = make_step(xe, pe, m, w, dt)(np.eye(128, dtype=complex)).T
    assert np.allclose(matrix.conj().T @ matrix, np.eye(128), atol=1e-12)
    values, vectors = np.linalg.eig(matrix)
    dxe = xe[1] - xe[0]
    mean_h = [measure(v / np.sqrt(dxe), xe, pe, m, w)[3] for v in vectors.T]
    low = values[np.argsort(mean_h)[:4]]
    predicted = np.exp(-1j * om * dt * (np.arange(4) + 0.5))
    assert np.allclose(low, predicted, atol=1e-8)
    gap = -np.angle(low[1] / low[0]) / dt
    print(f"dt={dt:.1f}: Omega dipole={dipole:.6f}, eigenphase={gap:.6f} hartree")

    rows, _ = run(gaussian(xs, m, w), xs, ps, m, w, dt, 400)
    assert np.allclose(rows[:, 3], energy_formula(np.arange(401), w, dt),
                       atol=1e-9)
    ceiling = w / 2 * (1 + (w * dt)**4 / (8 * (4 - (w * dt)**2)))
    assert rows[:, 3].max() <= ceiling + 1e-9
    print(f"  max energy in 400 steps={rows[:, 3].max():.6f},"
          f" ceiling={ceiling:.6f} hartree")

# --- Threshold and unstable steps on a grid wide enough for the spreading
xl, pl = make_grid(2**17, 600.0)
dxl = xl[1] - xl[0]
for dt in (4.0, 4.2):
    rows, _ = run(gaussian(xl, m, w), xl, pl, m, w, dt, 6)
    assert np.allclose(rows[:, 3], energy_formula(np.arange(7), w, dt),
                       rtol=1e-6)
    norm_error = abs(rows[:, 0] - 1).max()
    assert norm_error < 1e-11
    print(f"dt={dt:.1f} a.u., a={w*dt:.2f}: energy (hartree) by step")
    print("  " + " ".join(f"{e:.4f}" for e in rows[:, 3]))
    print(f"  norm error below 1e-11: {norm_error < 1e-11}")

dt = 4.2
a = w * dt
mu = 2 * np.arccosh(a / 2)
kappa = m * w * np.sqrt(a**2 / 4 - 1)
ratio = rows[6, 3] / rows[5, 3]
assert abs(ratio / np.exp(2 * mu) - 1) < 1e-2
print(f"dt=4.2: mu={mu:.5f}, kappa={kappa:.5f} a.u.")
print(f"  amplitude factor exp(mu)={np.exp(mu):.4f}")
print(f"  energy factor exp(2mu)={np.exp(2*mu):.4f}, last ratio={ratio:.4f}")

# --- Packet centred on the contracting line: centre decays, energy grows


def growing_square(psi):
    p_psi = np.fft.ifft(pl * np.fft.fft(psi))
    return np.sum(abs(p_psi - kappa * xl * psi)**2) * dxl


start = gaussian(xl, m, w, 4.0, kappa * 4.0)
rows, final = run(start, xl, pl, m, w, dt, 6)
n = np.arange(7)
assert np.allclose(rows[:, 1], 4.0 * (-np.exp(-mu))**n, atol=1e-5)
l2_start, l2_final = growing_square(start), growing_square(final)
assert abs(l2_final / l2_start / np.exp(12 * mu) - 1) < 1e-6
bound = np.exp(2 * n * mu) * l2_start / (4 * m * max(1, abs(1 - a**2 / 4)))
assert np.all(rows[:, 3] >= bound)
print("Packet on contracting line, dt=4.2: mean x (bohr) by step")
print("  " + " ".join(f"{v:.4f}" for v in rows[:, 1]))
print("  energy (hartree) by step")
print("  " + " ".join(f"{v:.4f}" for v in rows[:, 3]))
print(f"  <L^2> at start={l2_start:.5f} a.u.")
print(f"  lower bound on energy at step 6={bound[6]:.3f} hartree")

# --- Short finite pulses of the potential approach the split step
errors = []
for fraction in (1e-2, 1e-3):
    pulse = fraction * dt
    free = np.array([[0, 1 / m], [0, 0]])
    pulsed = np.array([[0, 1 / m], [-m * w**2 / fraction, 0]])
    period_map = expm(free * (dt - pulse)) @ expm(pulsed * pulse)
    errors.append(abs(np.trace(period_map) - (2 - a**2)))
assert errors[1] < 5e-3 and abs(errors[0] / errors[1] - 10) < 0.5
print(f"Pulsed potential, dt=4.2: split-step trace={2-a**2:.4f}")
print(f"  trace error, pulse 1 % of step={errors[0]:.5f}")
print(f"  trace error, pulse 0.1 % of step={errors[1]:.5f}")

# --- A small grid caps the energy and hides the exponential law
xc, pc = make_grid(1024, 40.0)
rows, _ = run(gaussian(xc, m, w), xc, pc, m, w, dt, 60)
cap = (pc**2).max() / (2 * m) + m * w**2 * (xc**2).max() / 2
law = energy_formula(60, w, dt)
assert rows[:, 3].max() < cap < law
assert abs(rows[:, 0] - 1).max() < 1e-11
print("Small grid, 1024 points, half-width 40 bohr, dt=4.2, 60 steps")
print(f"  cap max T + max V={cap:.1f} hartree")
print(f"  largest energy={rows[:, 3].max():.1f},"
      f" last={rows[-1, 3]:.1f} hartree")
print(f"  whole-line law at step 60={law:.3e} hartree")
print("verified")
```

Printed output:

```
mass = 1.0 electron mass
true frequency w = 0.500 hartree = 13.606 eV
ground-state energy = 0.2500 hartree
critical step = 4.000 a.u. = 96.76 as
Stable steps: shift, periods to half-cycle phase error
dt=0.2 a.u. a=0.10 Omega=0.500209 hartree
  shift=0.0417 %, a^2/24=0.0417 %, periods=1198.6
dt=1.0 a.u. a=0.50 Omega=0.505361 hartree
  shift=1.0721 %, a^2/24=1.0417 %, periods=46.6
dt=3.0 a.u. a=1.50 Omega=0.565375 hartree
  shift=13.0749 %, a^2/24=9.3750 %, periods=3.8
dt=1.0: Omega dipole=0.505360, eigenphase=0.505361 hartree
  max energy in 400 steps=0.250521, ceiling=0.250521 hartree
dt=3.0: Omega dipole=0.565375, eigenphase=0.565375 hartree
  max energy in 400 steps=0.340402, ceiling=0.340402 hartree
dt=4.0 a.u., a=2.00: energy (hartree) by step
  0.2500 0.7500 2.2500 4.7500 8.2500 12.7500 18.2500
  norm error below 1e-11: True
dt=4.2 a.u., a=2.10: energy (hartree) by step
  0.2500 0.9200 4.1417 15.7400 56.6860 201.0142 709.6840
  norm error below 1e-11: True
dt=4.2: mu=0.62985, kappa=0.16008 a.u.
  amplitude factor exp(mu)=1.8773
  energy factor exp(2mu)=3.5244, last ratio=3.5305
Packet on contracting line, dt=4.2: mean x (bohr) by step
  4.0000 -2.1307 1.1350 -0.6046 0.3220 -0.1715 0.0914
  energy (hartree) by step
  2.4550 1.5457 4.3192 15.7904 56.7003 201.0182 709.6852
  <L^2> at start=0.27563 a.u.
  lower bound on energy at step 6=132.051 hartree
Pulsed potential, dt=4.2: split-step trace=-2.4100
  trace error, pulse 1 % of step=0.03218
  trace error, pulse 0.1 % of step=0.00324
Small grid, 1024 points, half-width 40 bohr, dt=4.2, 60 steps
  cap max T + max V=1008.5 hartree
  largest energy=429.3, last=337.3 hartree
  whole-line law at step 60=2.476e+32 hartree
verified
```
